# The undetermined oxygen reference energy in potentials trained on stoichiometric silica: a numerical check

```python
"""Result under test: a potential E = N_A*e_A + N_B*e_B + U trained only on AB2
cells leaves (e_A, e_B) -> (e_A + 2t, e_B - t) free. Total energies shift by t*X,
X = 2*N_A - N_B. A B-vacancy formation energy with an external chemical potential
shifts by t; a migration barrier at fixed composition does not shift.
A stands for Si and B for O in a two-dimensional AB2 crystal (not real silica).
Lengths in nm, energies in eV, masses in u. kind: 0 = A, 1 = B.
The reference energy has Morse pairs and a many-body term -C*sqrt(density);
the learned model has constants and pair exponentials only.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize, minimize_scalar

R0, DECAY, DENSITY_DECAY = 0.26, 20.0, 15.0
SWITCH_ON, CUTOFF = 0.40, 0.55
DEPTH = np.array([0.3, 1.2, 0.3])        # AA, AB, BB
EMBED = 0.8
FREE_ATOM = np.array([-100.0, -430.0])
MASS = np.array([28.0, 16.0])
TEMPERATURE = 1273.0
KT = sc.k * TEMPERATURE / sc.e
NULL = np.array([2.0, -1.0, 0, 0, 0, 0, 0, 0])


def close_pairs(pos, cell):
    i, j = np.triu_indices(len(pos), 1)
    frac = (pos[i] - pos[j]) @ np.linalg.inv(cell)
    vec = (frac - np.round(frac)) @ cell
    r = np.sqrt((vec**2).sum(axis=1))
    near = r < CUTOFF
    return i[near], j[near], vec[near] / r[near, None], r[near]


def switched_exp(r, decay):
    """Exponential times a smooth cutoff, and its derivative."""
    width = CUTOFF - SWITCH_ON
    u = np.clip((r - SWITCH_ON) / width, 0, 1)
    s = 1 - u**3 * (10 - 15 * u + 6 * u**2)
    ds = -30 * u**2 * (1 - u)**2 / width
    f = np.exp(-decay * (r - R0))
    return f * s, f * (ds - decay * s)


def spread(i, j, unit, slope, n):
    v = slope[:, None] * unit
    return np.stack([np.bincount(i, v[:, x], n) - np.bincount(j, v[:, x], n)
                     for x in (0, 1)], axis=1)


def reference(pos, kind, cell):
    """Reference energy and gradient."""
    i, j, unit, r = close_pairs(pos, cell)
    n = len(pos)
    depth = DEPTH[kind[i] + kind[j]]
    f1, g1 = switched_exp(r, DECAY)
    f2, g2 = switched_exp(r, 2 * DECAY)
    h, gh = switched_exp(r, DENSITY_DECAY)
    root = np.sqrt(np.bincount(i, h, n) + np.bincount(j, h, n))
    energy = (FREE_ATOM[kind].sum() + (depth * (f2 - 2 * f1)).sum()
              - EMBED * root.sum())
    slope = depth * (g2 - 2 * g1) - 0.5 * EMBED * (1 / root[i] + 1 / root[j]) * gh
    return energy, spread(i, j, unit, slope, n)


def learned(coef):
    """Learned model: coef = (e_A, e_B, two pair coefficients for AA, AB, BB)."""
    table = np.asarray(coef[2:]).reshape(3, 2)

    def model(pos, kind, cell):
        i, j, unit, r = close_pairs(pos, cell)
        c = table[kind[i] + kind[j]]
        f1, g1 = switched_exp(r, DECAY)
        f2, g2 = switched_exp(r, 2 * DECAY)
        energy = (coef[0] * np.sum(kind == 0) + coef[1] * np.sum(kind == 1)
                  + (c[:, 0] * f1 + c[:, 1] * f2).sum())
        return energy, spread(i, j, unit, c[:, 0] * g1 + c[:, 1] * g2, len(pos))
    return model


def crystal(n1, n2, spacing):
    a = spacing * np.array([[1.0, 0.0], [0.5, math.sqrt(3) / 2]])
    ij = np.array([(p, q) for p in range(n1) for q in range(n2)])
    kind = np.where((ij[:, 0] - ij[:, 1]) % 3 == 0, 0, 1)
    return ij @ a, kind, np.array([n1 * a[0], n2 * a[1]])


def without(structure, sites):
    pos, kind, cell = structure
    return np.delete(pos, sites, axis=0), np.delete(kind, sites), cell


def hessian(energy, pos, kind, cell, h=1e-5):
    out = np.empty((pos.size, pos.size))
    for k in range(pos.size):
        step = np.zeros(pos.size)
        step[k] = h
        step = step.reshape(pos.shape)
        out[k] = (energy(pos + step, kind, cell)[1]
                  - energy(pos - step, kind, cell)[1]).ravel() / (2 * h)
    return (out + out.T) / 2


def internal_modes(matrix):
    """Eigenpairs in rising order without the two uniform translations."""
    lam, vec = np.linalg.eigh(matrix)
    keep = np.sort(np.argsort(np.abs(lam))[2:])
    return lam[keep], vec[:, keep]


def stationary(energy, pos, kind, cell, climb):
    """Eigenvector following: up the lowest mode if climb, down all others."""
    pos = pos.copy()
    for _ in range(100):
        g = energy(pos, kind, cell)[1].ravel()
        if np.abs(g).max() < 1e-6:
            return pos
        lam, vec = internal_modes(hessian(energy, pos, kind, cell))
        step = -(vec.T @ g) / np.abs(lam)
        if climb:
            step[0] = -step[0]
        step *= min(1.0, 0.02 / np.linalg.norm(step))
        pos += (vec @ step).reshape(pos.shape)
    raise RuntimeError("stationary point not reached")


def relax(energy, pos, kind, cell):
    scale = 0.005
    start = energy(pos, kind, cell)[0]

    def scaled(y):
        e, g = energy(pos + scale * y.reshape(pos.shape), kind, cell)
        return e - start, scale * g.ravel()
    res = minimize(scaled, np.zeros(pos.size), jac=True, method="L-BFGS-B",
                   options={"ftol": 1e-14, "gtol": 1e-7, "maxiter": 2000})
    return stationary(energy, pos + scale * res.x.reshape(pos.shape),
                      kind, cell, False)


def vacancy_hop(energy, n, spacing):
    """Relaxed B vacancy and the saddle for a neighbouring B to jump into it."""
    full = crystal(n, n, spacing)
    hole, mover = 4 * n + 2, 3 * n + 2
    assert full[1][hole] == 1 and full[1][mover] == 1
    pos, kind, cell = without(full, [hole])
    low = relax(energy, pos, kind, cell)
    guess = pos.copy()
    guess[mover] = (full[0][hole] + full[0][mover]) / 2 + [0.004, 0.002]
    top = stationary(energy, guess, kind, cell, True)
    e_low, e_top = energy(low, kind, cell)[0], energy(top, kind, cell)[0]
    return {"low": low, "top": top, "kind": kind, "cell": cell, "mover": mover,
            "removal": e_low - energy(*full)[0], "e_low": e_low,
            "barrier": e_top - e_low}


# ---- reference crystal and external chemical potential of B ----
spacing = minimize_scalar(lambda d: reference(*crystal(6, 6, d))[0],
                          bounds=(0.225, 0.29), method="bounded",
                          options={"xatol": 1e-9}).x
box = 5.0 * np.eye(2)


def dimer(r):
    return np.array([[0.0, 0.0], [r, 0.0]]), np.array([1, 1]), box


bond = minimize_scalar(lambda r: reference(*dimer(r))[0], bounds=(0.15, 0.35),
                       method="bounded", options={"xatol": 1e-9}).x
mu_B = reference(*dimer(bond))[0] / 2

# ---- stoichiometric training set, some cells with one A and two B removed ----
rng = np.random.default_rng(7)
FORCE_WEIGHT = 0.01
UNIT_MODELS = [learned(row) for row in np.eye(8)]
rows, targets, sizes = [], [], []
for number in range(24):
    n1 = 9 if number % 4 == 3 else 6
    cell_data = crystal(n1, 6, spacing * (1 + rng.uniform(-0.03, 0.03)))
    if number % 2:
        a_site = rng.choice(np.flatnonzero(cell_data[1] == 0), 1)
        b_sites = rng.choice(np.flatnonzero(cell_data[1] == 1), 2, replace=False)
        cell_data = without(cell_data, np.concatenate([a_site, b_sites]))
    pos, kind, cell = cell_data
    assert np.sum(kind == 1) == 2 * np.sum(kind == 0)
    pos = pos + rng.normal(0, 0.010, pos.shape)
    parts = [model(pos, kind, cell) for model in UNIT_MODELS]
    e_ref, g_ref = reference(pos, kind, cell)
    rows.append(np.array([p[0] for p in parts])[None, :])
    rows.append(FORCE_WEIGHT * np.array([p[1].ravel() for p in parts]).T)
    targets += [np.array([e_ref]), FORCE_WEIGHT * g_ref.ravel()]
    sizes.append(len(pos))
design, target = np.vstack(rows), np.concatenate(targets)

# analytic gradients against finite differences of the energy
for model in (reference, learned(np.array([1, 2, .5, .7, -2, 1, -.6, .4]))):
    shift = np.zeros_like(pos)
    shift[5, 0] = 1e-5
    slope = (model(pos + shift, kind, cell)[0]
             - model(pos - shift, kind, cell)[0]) / 2e-5
    assert abs(slope - model(pos, kind, cell)[1][5, 0]) < 1e-3

# ---- one null direction, made of the constants alone ----
singular, right = np.linalg.svd(design, full_matrices=False)[1:]
rank = int(np.sum(singular > 1e-10 * singular[0]))
null_found = right[-1] * np.sign(right[-1][0])
assert rank == 7
assert np.allclose(null_found, NULL / math.sqrt(5), atol=1e-8)


def fit(matrix, values, column_scale):
    y = np.linalg.lstsq(matrix * column_scale, values, rcond=1e-10)[0]
    return column_scale * y


fit1 = fit(design, target, np.ones(8))
fit2 = fit(design, target, np.array([0.5, 1, 1, 1, 1, 1, 1, 1]))
loss1, loss2 = [np.sum((design @ c - target)**2) for c in (fit1, fit2)]
assert abs(loss1 - loss2) < 1e-6 * loss1 + 1e-9
assert abs(fit1[1] - 2 * fit1[0]) < 1e-5
sum_fit, sum_free = fit1[0] + 2 * fit1[1], FREE_ATOM[0] + 2 * FREE_ATOM[1]
assert abs(sum_fit - fit2[0] - 2 * fit2[1]) < 1e-5
assert abs(sum_fit - sum_free) > 0.1
energy_rows = np.cumsum([0] + [1 + 2 * n for n in sizes[:-1]])
misfit = (design @ fit1 - target)[energy_rows] / np.array(sizes)
rms_energy = math.sqrt(np.mean(misfit**2))

# ---- one unrelaxed vacancy cell anchors the free combination ----
perfect = crystal(6, 6, spacing)
anchor = without(perfect, [4 * 6 + 2])
anchor_energy = reference(*anchor)[0]
anchor_row = np.array([m(*anchor)[0] for m in UNIT_MODELS])
anchored = fit(np.vstack([design, anchor_row]), np.append(target, anchor_energy),
               np.ones(8))
t_needed = anchor_energy - learned(fit1)(*anchor)[0]
assert np.allclose(anchored, fit1 + t_needed * NULL, atol=1e-4)
t1, t2 = anchored[1] - fit1[1], anchored[1] - fit2[1]

# shift law for several defects, from total energies of two separate fits
a_list, b_list = np.flatnonzero(perfect[1] == 0), np.flatnonzero(perfect[1] == 1)
for sites, excess in (([], 0), ([b_list[3]], 1), ([b_list[3], b_list[9]], 2),
                      ([a_list[4]], -2), ([a_list[4], b_list[3], b_list[9]], 0)):
    item = without(perfect, np.array(sites, dtype=int))
    change = learned(fit2)(*item)[0] - learned(fit1)(*item)[0]
    assert abs(change - (t2 - t1) * excess) < 1e-4

# ---- vacancy formation and migration ----
true_hop = vacancy_hop(reference, 6, spacing)
hops = [vacancy_hop(learned(c), 6, spacing) for c in (fit1, fit2, anchored)]
formation_true = true_hop["removal"] + mu_B
formation = [h["removal"] + mu_B for h in hops]
barriers = [h["barrier"] for h in hops]
own = [h["removal"] + learned(c)(*dimer(bond))[0] / 2
       for h, c in zip(hops, (fit1, fit2, anchored))]
assert abs(formation[1] - formation[0] - (t2 - t1)) < 1e-4
assert abs(formation[0] - formation[2] - t1) < 1e-4
assert max(barriers) - min(barriers) < 1e-5
assert max(own) - min(own) < 1e-4
assert abs(formation[2] - formation_true) < 0.3
assert abs(barriers[0] - true_hop["barrier"]) > 1e-3

# the reference saddle has one unstable mode and joins two vacancy minima
low, top, kind, cell = (true_hop[k] for k in ("low", "top", "kind", "cell"))
lam_top, vec_top = internal_modes(hessian(reference, top, kind, cell))
lam_low = internal_modes(hessian(reference, low, kind, cell))[0]
assert np.sum(lam_top < 0) == 1 and lam_low.min() > 0
push = 0.01 * vec_top[:, 0].reshape(top.shape)
ends = [relax(reference, top + s * push, kind, cell) for s in (1, -1)]
for end in ends:
    assert abs(reference(end, kind, cell)[0] - true_hop["e_low"]) < 1e-5
travel = ends[0] - ends[1]
hop_length = np.linalg.norm(travel[true_hop["mover"]] - travel.mean(axis=0))
assert hop_length > 0.7 * spacing


# ---- harmonic rate and sizes of neglected effects ----
def angular_frequencies(energy, pos, kind, cell):
    m = np.repeat(MASS[kind], 2)
    lam = internal_modes(hessian(energy, pos, kind, cell)
                         / np.sqrt(np.outer(m, m)))[0]
    return np.sqrt(lam[lam > 0] * sc.e / (1e-18 * sc.atomic_mass))


def prefactor(energy, hop):
    w_low = angular_frequencies(energy, hop["low"], hop["kind"], hop["cell"])
    w_top = angular_frequencies(energy, hop["top"], hop["kind"], hop["cell"])
    assert len(w_low) == len(w_top) + 1
    nu = math.exp(np.log(w_low).sum() - np.log(w_top).sum()) / (2 * math.pi)
    return nu, 0.5 * sc.hbar * (w_top.sum() - w_low.sum()) / sc.e


nu_true, zero_point = prefactor(reference, true_hop)
nu_fits = [prefactor(learned(c), h)[0] for c, h in zip((fit1, fit2), hops)]
assert abs(nu_fits[0] / nu_fits[1] - 1) < 1e-4
rate_true = nu_true * math.exp(-true_hop["barrier"] / KT)
rate_fit = nu_fits[0] * math.exp(-barriers[0] / KT)

t_small = 0.5


def occupation(e_form, sites=50):
    weight = [math.comb(sites, n) * math.exp(-n * e_form / KT)
              for n in range(sites + 1)]
    return sum(n * w for n, w in enumerate(weight)) / sum(weight) / sites


factor = math.exp(-t_small / KT)
counted = occupation(formation_true + t_small) / occupation(formation_true)
assert abs(counted / factor - 1) < 1e-6

large_hop = vacancy_hop(reference, 9, spacing)
size_change = large_hop["barrier"] - true_hop["barrier"]
pressure = 760 * sc.torr
mass_B = MASS[1] * sc.atomic_mass
thermal = sc.k * TEMPERATURE
q_trans = thermal / pressure * (2 * math.pi * 2 * mass_B * thermal / sc.h**2)**1.5
inertia = mass_B * (bond * 1e-9)**2 / 2
q_rot = 8 * math.pi**2 * inertia * thermal / (2 * sc.h**2)
mu_thermal = -0.5 * KT * math.log(q_trans * q_rot)
rough_gap, charge = 9.0, 2

print(f"Morse distance {R0:.2f} nm, decay {DECAY:.0f} /nm")
print(f"pair depths AA, AB, BB: {DEPTH[0]}, {DEPTH[1]}, {DEPTH[2]} eV")
print(f"many-body strength {EMBED} eV, decay {DENSITY_DECAY:.0f} /nm")
print(f"cutoff switched from {SWITCH_ON:.2f} to {CUTOFF:.2f} nm")
print(f"free-atom energies A, B: {FREE_ATOM[0]:.0f}, {FREE_ATOM[1]:.0f} eV")
print(f"masses A, B: {MASS[0]:.0f}, {MASS[1]:.0f} u")
print(f"relaxed lattice spacing: {spacing:.4f} nm")
print(f"B2 bond length: {bond:.4f} nm")
print(f"external mu_B (half of B2): {mu_B:.4f} eV")
print(f"training cells: {len(sizes)}, atoms {min(sizes)} to {max(sizes)}")
print(f"rows {len(target)}, unknowns 8, rank {rank}")
print(f"null vector, A and B parts: {null_found[0]:.4f}, {null_found[1]:.4f}")
print(f"smallest two singular values: {singular[-2]:.2e}, {singular[-1]:.1e}")
print(f"rms energy misfit: {1000 * rms_energy:.2f} meV/atom")
print(f"loss fit 1, fit 2: {loss1:.6f}, {loss2:.6f} eV^2")
print(f"e_A+2e_B fitted: {sum_fit:.3f} eV; free atoms: {sum_free:.3f} eV")
for name, c in (("fit 1", fit1), ("fit 2", fit2), ("anchored", anchored)):
    print(f"{name}: e_A = {c[0]:.3f} eV, e_B = {c[1]:.3f} eV")
print(f"t of fit 1, fit 2 from anchored: {t1:.3f}, {t2:.3f} eV")
print(f"formation energy, reference: {formation_true:.4f} eV")
for name, f in zip(("fit 1", "fit 2", "anchored"), formation):
    print(f"formation energy, {name}: {f:.4f} eV")
print(f"formation, model's own B2, fit 1: {own[0]:.4f} eV")
print(f"formation, model's own B2, fit 2: {own[1]:.4f} eV")
print(f"barrier, reference: {true_hop['barrier']:.4f} eV")
for name, b in zip(("fit 1", "fit 2", "anchored"), barriers):
    print(f"barrier, {name}: {b:.4f} eV")
print(f"largest barrier difference of fits: {max(barriers)-min(barriers):.1e} eV")
print(f"barrier error from interactions: {barriers[0]-true_hop['barrier']:.4f} eV")
print(f"hop length: {hop_length:.4f} nm")
print(f"temperature {TEMPERATURE:.0f} K, kT = {KT:.4f} eV")
print(f"prefactor reference, fit 1: {nu_true:.3e}, {nu_fits[0]:.3e} /s")
print(f"hop rate reference, fit 1: {rate_true:.3e}, {rate_fit:.3e} /s")
print(f"vacancy concentration factor for t = {t_small} eV: {factor:.5f}")
print(f"neglected: zero-point change of barrier {zero_point:.4f} eV")
print(f"neglected: barrier change, 9x9 minus 6x6 cell {size_change:.4f} eV")
print(f"neglected: thermal mu_B at 760 Torr {mu_thermal:.3f} eV")
print(f"neglected: Fermi span, charge +{charge}, rough {rough_gap:.0f} eV gap: "
      f"{charge * rough_gap:.0f} eV")
print("verified")
```

Printed output:

```
Morse distance 0.26 nm, decay 20 /nm
pair depths AA, AB, BB: 0.3, 1.2, 0.3 eV
many-body strength 0.8 eV, decay 15 /nm
cutoff switched from 0.40 to 0.55 nm
free-atom energies A, B: -100, -430 eV
masses A, B: 28, 16 u
relaxed lattice spacing: 0.2523 nm
B2 bond length: 0.2331 nm
external mu_B (half of B2): -431.0527 eV
training cells: 24, atoms 33 to 51
rows 1896, unknowns 8, rank 7
null vector, A and B parts: 0.8944, -0.4472
smallest two singular values: 9.11e-03, 5.6e-15
rms energy misfit: 1.25 meV/atom
loss fit 1, fit 2: 0.162349, 0.162349 eV^2
e_A+2e_B fitted: -963.074 eV; free atoms: -960.000 eV
fit 1: e_A = -192.615 eV, e_B = -385.230 eV
fit 2: e_A = -56.651 eV, e_B = -453.211 eV
anchored: e_A = -101.133 eV, e_B = -430.970 eV
t of fit 1, fit 2 from anchored: -45.741, 22.241 eV
formation energy, reference: 6.6211 eV
formation energy, fit 1: -39.0639 eV
formation energy, fit 2: 28.9178 eV
formation energy, anchored: 6.6767 eV
formation, model's own B2, fit 1: 6.4378 eV
formation, model's own B2, fit 2: 6.4378 eV
barrier, reference: 2.3166 eV
barrier, fit 1: 2.3611 eV
barrier, fit 2: 2.3611 eV
barrier, anchored: 2.3611 eV
largest barrier difference of fits: 1.8e-12 eV
barrier error from interactions: 0.0445 eV
hop length: 0.2545 nm
temperature 1273 K, kT = 0.1097 eV
prefactor reference, fit 1: 5.813e+12, 5.739e+12 /s
hop rate reference, fit 1: 3.916e+03, 2.578e+03 /s
vacancy concentration factor for t = 0.5 eV: 0.01048
neglected: zero-point change of barrier 0.0288 eV
neglected: barrier change, 9x9 minus 6x6 cell -0.0817 eV
neglected: thermal mu_B at 760 Torr -1.451 eV
neglected: Fermi span, charge +2, rough 9 eV gap: 18 eV
verified
```
